# Morehead-Crowder amorphization dose from defect out-diffusion, and its high-temperature limit

## Definitions and conventions

An ion passes through a crystal and leaves a straight damaged core along its path. The quantities used are:

- $S$, the nuclear stopping power: energy given to atomic displacements per unit path length
- $N$, the atomic density, and $w$, the deposited energy per atom inside the core
- $R_0$, the initial core radius, and $C_0$, the uniform initial concentration of point defects in it
- $D=D_0e^{-U/\theta}$, the defect diffusivity, with migration energy $U$ and $\theta=k_BT$
- $\tau$, the time during which defects diffuse before the core collapses to the amorphous phase
- $f$, the threshold: material with $C\ge fC_0$ at time $\tau$ becomes amorphous
- $R$, the radius of the amorphous core, and $\Phi$, the dose in ions per unit area.

The algebra is in atomic units, with temperature entering as the energy $\theta$. Numbers are in eV and Å. Three combinations recur:

$$\ell=2\sqrt{D\tau}=\lambda e^{-U/2\theta},\qquad \lambda=2\sqrt{D_0\tau},\qquad \varepsilon=\ell/R_0 .$$

The exponent contains $U/2$ because a diffusion length is proportional to $\sqrt D$.

The model assumes that $w$, $f$ and $\tau$ are the same for all ions and temperatures, that diffusion proceeds at the substrate temperature, and that defects neither recombine nor cluster during $\tau$. The temperature assumption neglects diffusion while the deposited energy still heats the core. It requires the integral of the diffusivity over the cooling stage to be much smaller than $D\tau$ at the substrate temperature. Amorphous cores are stable. Damage below threshold disappears before another ion strikes the same place, so the dose rate does not enter.

The result for $\varepsilon\ll1$ and $1/2<f<1$ is the Morehead-Crowder law,

$$\Phi_c=\Phi_0\left[1-\frac{K}{\sqrt S}\,e^{-U/2\theta}\right]^{-2}. \tag{1}$$

Its constants $\Phi_0$ and $K$ are derived below. Out-diffusion from a cylinder does not support this form up to the temperature where the bracket vanishes. The behaviour there is derived separately.

## From core radius to critical dose

A unit length of core contains $\pi R_0^2N$ atoms, each holding the energy $w$. Energy balance gives

$$\pi R_0^2Nw=S\quad\Rightarrow\quad R_0=\sqrt{\frac{S}{\pi Nw}} . \tag{2}$$

With $w$ fixed, a larger stopping power makes the core wider, not denser.

Ions arrive at random. A given point is amorphous if at least one ion has struck within a distance $R$ of it. The mean number of such impacts is $\pi R^2\Phi$, and the Poisson probability of none is $e^{-\pi R^2\Phi}$. The amorphous fraction is therefore

$$X=1-e^{-\pi R^2\Phi}. \tag{3}$$

The critical dose is defined here by $\pi R^2\Phi_c=1$, which means $X=1-1/e$, or 63%. If another fraction $X$ is chosen as the criterion, (3) gives $\Phi=-\ln(1-X)/(\pi R^2)$. Every dose is then multiplied by the same number, and the ratio $\Phi_c/\Phi_0$ is unchanged. A criterion of 90%, for example, multiplies all doses by $\ln10=2.303$.

Without diffusion $R=R_0$, and (2) gives

$$\Phi_0=\frac1{\pi R_0^2}=\frac{Nw}{S}. \tag{4}$$

## The diffusion profile

The core is uniform along its axis, so the problem is two-dimensional. The solution of $\partial_tC=D\nabla^2C$ at time $\tau$ is the initial disc convolved with the heat kernel:

$$\frac{C(\mathbf r)}{C_0}=\int_{|\mathbf r'|<R_0}\frac{e^{-|\mathbf r-\mathbf r'|^2/\ell^2}}{\pi\ell^2}\,d^2r' . \tag{5}$$

This is the probability that a Gaussian displacement starting at $\mathbf r$ ends inside the disc. Each Cartesian component of the displacement has variance $\ell^2/2$. Three properties follow.

**The profile falls outward.** Move $\mathbf r$ along the $x$ axis, with $r>0$. Differentiating (5) and turning the area integral into a boundary integral gives $-C_0\oint g\cos\varphi\,R_0\,d\varphi$, where $g$ is the kernel evaluated between $\mathbf r$ and the boundary point at angle $\varphi$. Points with $\cos\varphi>0$ are nearer to $\mathbf r$ than their mirror images with $\cos\varphi<0$, and so have larger $g$. The derivative is negative. The amorphous region is thus a disc with one well-defined radius.

**Interior concentrations fall with $\ell$.** If a displacement $\ell_2\boldsymbol\xi$ from an interior point ends inside the disc, then so does the shorter displacement $\ell_1\boldsymbol\xi$, because the disc is convex. Increasing $\ell$ can only remove successful displacements.

**On and outside the original edge, $C<C_0/2$.** The disc lies on one side of a line through $\mathbf r$ perpendicular to the radius, and a symmetric displacement reaches that side with probability 1/2.

For $f>1/2$ the amorphous core therefore lies inside $R_0$ and shrinks as $\ell$ grows. The condition on $f$ matters: with $f=0.4$ and $\varepsilon=0.05$ the numerical core radius is $1.008R_0$, so the core has grown.

## Shrinkage of the core

Consider a point at depth $s=R_0-r$ below the original edge, with $\ell\ll R_0$. To leading order the edge is straight, and a displacement stays inside if its outward component $u$ is less than $s$. Hence

$$\frac{C}{C_0}=\frac1{\sqrt\pi}\int_{-\infty}^{s/\ell}e^{-t^2}dt=\frac12\left[1+\operatorname{erf}\frac s\ell\right]. \tag{6}$$

Setting this equal to $f$ gives

$$s=y\ell,\qquad y=\operatorname{erf}^{-1}(2f-1). \tag{7}$$

The simple choice $s=2\sqrt{D\tau}$ corresponds to $y=1$, that is, to $f=(1+\operatorname{erf}1)/2$.

The edge is in fact curved. With a tangential displacement $v$, the condition for ending inside is $(r+u)^2+v^2<R_0^2$, or

$$u<\sqrt{R_0^2-v^2}-r\simeq s-\frac{v^2}{2R_0}.$$

Equation (6) now holds with $s$ replaced by $s-v^2/2R_0$ and averaged over $v$. Write $s=y\ell+s_2$ and expand the error function about $y$. The first-order change must vanish so that $C$ remains at threshold:

$$\frac{2e^{-y^2}}{\sqrt\pi}\,\frac1\ell\left[s_2-\frac{\langle v^2\rangle}{2R_0}\right]=0 .$$

Since $\langle v^2\rangle=\ell^2/2$, this gives $s_2=\ell^2/4R_0$, and

$$\frac R{R_0}=1-y\varepsilon-\frac{\varepsilon^2}4+O(\varepsilon^3). \tag{8}$$

Curvature speeds up the shrinkage because a convex core has more exterior around each edge point than a half-plane does. For $f=0.9$, the quadratic coefficient extracted from the full profile is 0.2627 at $\varepsilon=0.1$ and 0.2523 at $\varepsilon=0.02$, approaching 1/4.

## The Morehead-Crowder law

Keep the linear term of (8), so that $R=R_0-y\ell$. Then

$$\Phi_c=\frac1{\pi(R_0-y\ell)^2}=\frac1{\pi R_0^2}\left[1-\frac{y\ell}{R_0}\right]^{-2}.$$

From (2), $1/R_0=\sqrt{\pi Nw/S}$, so that

$$\frac{y\ell}{R_0}=\frac{y\lambda\sqrt{\pi Nw}}{\sqrt S}\,e^{-U/2\theta}.$$

This is (1), with

$$K=y\lambda\sqrt{\pi Nw}. \tag{9}$$

The factor $S^{-1/2}$ compares a shrinkage that does not depend on the ion with a radius proportional to $\sqrt S$. Ions with a smaller stopping power are affected more because their cores are narrower.

To extract parameters, rearrange (1):

$$1-\sqrt{\Phi_0/\Phi_c}=\frac K{\sqrt S}\,e^{-U/2\theta}. \tag{10}$$

A logarithmic plot of the left side against $1/\theta$ has slope $-U/2$. For the full profile, (8) shows that the left side is $y\varepsilon+\varepsilon^2/4$ to second order, so the relative error of (10) is about $\varepsilon/4y$. The slope is therefore $-U/2$ only while $\varepsilon\ll4y$, a strict condition when $f$ is close to 1/2, and while $\varepsilon$ is also well below the value $[-\ln(1-f)]^{-1/2}$ at which the core vanishes, derived below. The second condition is the stricter one when $f$ is close to 1: for $f=0.999$ the core vanishes at $\varepsilon=0.38$, where $\varepsilon/4y$ is only 0.04, and the slope steepens sharply as that point is approached. Data in this range determine $U$ and $K$, but not $f$ and $\lambda$ separately.

The sign of the error in (1) is known at every temperature where its bracket is positive. The disc is contained in the half-plane used for (6), so the true concentration at depth $y\ell$ is below $fC_0$. The true core is smaller than $R_0-y\ell$, and (1) underestimates the dose of the full model. For small $\varepsilon$,

$$\frac{\Phi_{\rm full}}{\Phi_{\rm law}}=\left[\frac{1-y\varepsilon}{1-y\varepsilon-\varepsilon^2/4}\right]^2\simeq1+\frac{\varepsilon^2}2 . \tag{11}$$

## The limiting temperature

The bracket in (1) vanishes when $y\lambda e^{-U/2\theta}=R_0$. Taking the logarithm gives

$$\theta_{\rm law}=\frac U{2\ln(y\lambda/R_0)},\qquad y\lambda>R_0. \tag{12}$$

If $y\lambda\le R_0$, the law has no divergence at finite temperature. Near $\theta_{\rm law}$ the bracket is

$$1-\exp\left[-\frac U2\left(\frac1\theta-\frac1{\theta_{\rm law}}\right)\right]\simeq\frac{U(\theta_{\rm law}-\theta)}{2\theta_{\rm law}^2},$$

and its inverse square is a double pole. At this point, however, $\varepsilon=1/y$, which is not small unless $f$ is extremely close to 1. The expansion behind the law no longer applies.

The full limit follows from the axis, where the concentration is highest. Let $q=R_0^2/\ell^2$. Equation (5) at $r=0$ is elementary:

$$\frac{C(0)}{C_0}=\int_0^{R_0}\frac{2r'}{\ell^2}e^{-r'^2/\ell^2}dr'=1-e^{-q}. \tag{13}$$

The core vanishes when this equals $f$, that is, at $q=q_c=-\ln(1-f)$. Inserting $q=(R_0^2/\lambda^2)e^{U/\theta}$ gives

$$\theta_\infty=\frac U{\ln(q_c\lambda^2/R_0^2)},\qquad q_c\lambda^2>R_0^2. \tag{14}$$

Above $\theta_\infty$ a single ion leaves no amorphous core, and under the present assumptions no dose amorphizes the crystal. This rests on the assumption that damage below threshold disappears between impacts. Where such damage survives and accumulates, as it can in real crystals, the limiting temperature depends on the dose rate and is not given by (14).

To find how the dose diverges, expand the profile near the axis. For a smooth radial function, $C(r)=C(0)+\tfrac14r^2\nabla^2C(0)+O(r^4)$. Since $\ell^2=4Dt$ can serve as the clock, the diffusion equation reads $\nabla^2C=4\,\partial C/\partial(\ell^2)$. With $dq/d(\ell^2)=-q/\ell^2$, (13) gives

$$\frac{C(r)}{C_0}\simeq1-e^{-q}\left(1+\frac{q r^2}{\ell^2}\right).$$

At $r=R$ this equals $f=1-e^{-q_c}$, so $1+qR^2/\ell^2=e^{q-q_c}\simeq1+q-q_c$. Dividing by $R_0^2=q\ell^2$,

$$\frac{R^2}{R_0^2}\simeq\frac{q-q_c}{q^2}. \tag{15}$$

Also $q=q_c\exp[U(1/\theta-1/\theta_\infty)]$, hence $q-q_c\simeq q_cU(\theta_\infty-\theta)/\theta_\infty^2$. Substituting this in (15) and using $\Phi_c=\Phi_0R_0^2/R^2$,

$$\Phi_c\simeq\frac{\Phi_0\,q_c\,\theta_\infty^2}{U(\theta_\infty-\theta)} . \tag{16}$$

This is a simple pole. The area of the vanishing core, not its radius, goes linearly to zero. The law can be forced to diverge at $\theta_\infty$ by replacing $y$ with $\sqrt{q_c}$ in $K$, but the core shrinkage it predicts at low temperature is then too large by the factor $\sqrt{q_c}/y$. One value of $K$ cannot serve both limits.

## Evaluation of the full dose

In polar coordinates the angular integral of (5) produces the modified Bessel function $I_0$:

$$\frac{C(r)}{C_0}=\frac2{\ell^2}\int_0^{R_0}r'e^{-(r-r')^2/\ell^2}\left[e^{-z}I_0(z)\right]dr',\qquad z=\frac{2rr'}{\ell^2}. \tag{17}$$

The bracket should be computed as one scaled function, since $I_0(z)$ alone overflows at small $\ell$. If $1-e^{-q}\le f$, there is no core of finite area. Otherwise $C(r)=fC_0$ has one root between 0 and $R_0$: the profile is above threshold on the axis, below it at the edge, and decreasing between them. The dose is $1/(\pi R^2)$.

## Worked example

The parameters are round model values: $N=0.05$ Å$^{-3}$, $w=10$ eV, $S=100$ eV/Å, $U=0.2$ eV, $\lambda=100$ Å and $f=0.9$. Then

$$R_0=\sqrt{\frac{100}{\pi(0.05)(10)}}=7.98\ \text{Å},\qquad \Phi_0=\frac{0.5}{100}=0.00500\ \text{Å}^{-2}.$$

The threshold gives $y=0.906$ and $q_c=2.303$, and (9) gives $K=113.6$ (eV/Å)$^{1/2}$.

At $\theta=0.025$ eV (290 K), $\ell=100e^{-4}=1.83$ Å and $\varepsilon=0.230$. The linear shrinkage is $0.906\times1.83=1.66$ Å, leaving $R=6.32$ Å. The law gives $1/(\pi\,6.32^2)=0.00797$ Å$^{-2}$, or $7.97\times10^{13}$ cm$^{-2}$. The full profile gives $R=6.20$ Å and $0.00828$ Å$^{-2}$, or $8.28\times10^{13}$ cm$^{-2}$. The law is 4% low relative to the full model.

| $\theta$ (eV) | $\varepsilon$ | $\Phi_{\rm law}$ (Å$^{-2}$) | $\Phi_{\rm full}$ (Å$^{-2}$) |
|---|---|---|---|
| 0.015 | 0.016 | 0.00515 | 0.00515 |
| 0.020 | 0.084 | 0.00586 | 0.00589 |
| 0.030 | 0.447 | 0.0141 | 0.0182 |
| 0.033 | 0.605 | 0.0245 | 0.0723 |
| 0.037 | 0.840 | 0.0877 | no core |

At 0.030 eV the law is 22% below the full result, and at 0.033 eV it is low by a factor of 2.9. The limits are

$$\theta_{\rm law}=\frac{0.2}{2\ln(90.6/7.98)}=0.0412\ \text{eV},\qquad \theta_\infty=\frac{0.2}{\ln(2.303\times10^4/63.7)}=0.0340\ \text{eV},$$

or 478 K and 394 K. The law thus places the limit 84 K too high for this model. The amplitude in (16) is $6.64\times10^{-5}$ eV/Å$^2$. At 0.033 eV, which is 0.00095 eV below the limit, (16) gives 0.070 Å$^{-2}$, close to the full value of 0.072 Å$^{-2}$.

For $S=25$ and 400 eV/Å the full limits are 319 K and 515 K. This follows from (14) with (2): $1/\theta_\infty$ falls by $(\ln4)/U$ each time $S$ is multiplied by four.

These numbers illustrate the model and do not describe a particular material. With 10 eV per atom, far above $U$, the core starts with a diffusivity near $D_0$. Neglecting diffusion during cooling then requires the hot stage to be much shorter than $\tau e^{-U/\theta}$, which is $3\times10^{-4}\tau$ at 0.025 eV and $2\times10^{-6}\tau$ at 0.015 eV, so this assumption fails first at low temperature. The continuum picture also restricts what the numbers mean. The mean atomic spacing $a=N^{-1/3}$ is 2.7 Å. At 0.015, 0.020 and 0.025 eV the length $\ell$ is 0.13, 0.67 and 1.83 Å, less than one spacing. For jumps of length $a$ in three dimensions $\ell^2=\tfrac23na^2$, so these lengths correspond to $n=0.003$, 0.09 and 0.7 jumps per defect, too few for the error-function profile to describe atoms. The continuum form of (1) needs $a\ll\ell\ll R_0$, which a core only three spacings in radius cannot satisfy. At the other end, the full core radius at 0.033 eV is 2.1 Å. The simple pole is a property of the diffusion model, and discrete atoms must change the behaviour of so small a core. The comparison still shows that the double pole of (1) does not follow from out-diffusion. As an approximation to the full diffusion model, (1) is suitable while $y\varepsilon$ is small and $\varepsilon^2/2$ is well below the accepted relative error; beyond that, the root of (17) should be used.

The numerical output also compares the kernel profile with a direct solution of the diffusion equation, and the coverage formula (3) with randomly placed discs.

## Computed values

```
density N = 0.05 1/A^3; core energy w = 10.0 eV per atom
stopping S = 100.0 eV/A; migration energy U = 0.2 eV
length lam = 100.0 A; threshold f = 0.9
initial radius R0 = 7.9788 A; low-T dose = 0.00500 1/A^2
y = 0.90619; q_c = 2.30259; K = 113.575 (eV/A)^(1/2)
ell/R0 = 0.2296: R/R0 finite volume 0.7770, kernel 0.7770; C(0)/C0 = 1.0000
ell/R0 = 0.6000: R/R0 finite volume 0.2757, kernel 0.2757; C(0)/C0 = 0.9378
ell/R0 = 0.1: shrinkage/ell = 0.93246, curvature coefficient = 0.2627
ell/R0 = 0.02: shrinkage/ell = 0.91124, curvature coefficient = 0.2523
f = 0.4, ell/R0 = 0.05: R/R0 = 1.00833 (growth)
activation energy of 1-sqrt(dose0/dose) = 0.1002 eV
S = 25 eV/A: K from full profile = 113.764 (eV/A)^(1/2)
S = 100 eV/A: K from full profile = 113.669 (eV/A)^(1/2)
S = 400 eV/A: K from full profile = 113.622 (eV/A)^(1/2)
relative dose excess/(ell/R0)^2 at 0.015 eV = 0.5111
S = 25 eV/A: full limit theta = 0.02748 eV = 318.9 K
S = 100 eV/A: full limit theta = 0.03395 eV = 394.0 K
S = 400 eV/A: full limit theta = 0.04440 eV = 515.2 K
S = 100 eV/A: law limit theta = 0.04115 eV = 477.6 K
pole order: full 0.9999, law 2.0000
full pole amplitude: found 6.6355e-05, formula 6.6354e-05 eV/A^2
dose/critical dose = 1.0000: amorphous fraction 0.6336, Poisson 0.6321
dose/critical dose = 2.3026: amorphous fraction 0.9021, Poisson 0.9000
theta(eV) ell/R0  R_law(A) R_full(A) dose_law dose_full(1/A^2)
0.010    0.00057  7.9747   7.9747   0.005005 0.005005
0.015    0.01595  7.8635   7.8630   0.005148 0.005148
0.020    0.08445  7.3683   7.3534   0.005863 0.005887
0.025    0.22955  6.3191   6.1995   0.007972 0.008282
0.030    0.44711  4.7461   4.1875   0.014131 0.018152
0.033    0.60536  3.6018   2.0987   0.024536 0.072272
0.037    0.84002  1.9052   0.0000   0.087697 inf
theta = 0.025 eV is T = 290.1 K
dose there: law 7.972e+13, full 8.282e+13 1/cm^2
```
